\section*{Reaction-Path Degeneracy from Symmetry Numbers and Optical Isomer Counts, part 1}

(Sections cited here and not found follow in the second part.)

\section{The rule, derived by counting labelled structures}

\subsection{Statement}

Let $k_1$ be the classical transition-state rate constant calculated for one saddle and one version of each reactant, with every nucleus carrying a label and with no symmetry numbers. The rate constant through all equivalent saddles is
\begin{equation}
k=L\,k_1,\qquad
L=\frac{n^\ddagger}{\sigma^\ddagger}\prod_i\frac{\sigma_i}{n_i},
\label{eq:rule}
\end{equation}
where $i$ runs over the reactants. This is the Pollak--Pechukas rule, and $L$ is the reaction-path degeneracy. The rotational symmetry number $\sigma$ of a structure is the number of distinct permutations of identical nuclei, including the identity, that proper rotations of the structure produce. The isomer count $n$ is 2 if the structure is chiral and 1 if it is not.

The quantities $\sigma^\ddagger$ and $n^\ddagger$ refer to the saddle together with the direction in which it is crossed. One may picture an arrow along the reaction coordinate, pointing from reactants to products. An operation that turns the arrow round is not counted as a symmetry. I call this object the directed saddle, and the same geometry without the arrow the bare saddle. They differ in symmetry only when some operation exchanges the reactant side with the product side, as in H + H$_2$. There the distinction changes the answer by a factor of two.

The nuclei are classical, and the reactants are in thermal equilibrium and belong to different species if there are two of them. Each structure is rigid enough for its equivalent copies to occupy separate regions of configuration space. Every crossing of the dividing surface towards products is counted as a reaction, which is the usual transition-state assumption. Saddles that no symmetry operation connects have their own $k_1$ and $L$, and their contributions are added.

\subsection{The flux through one saddle}

Consider one molecule A and one molecule B in a volume $\mathcal V$, with $N$ nuclei in all. Nucleus $j$ has mass $m_j$, position $\mathbf x_j$ and momentum $\mathbf p_j$. The energy is $H=\sum_j \mathbf p_j^2/2m_j+V(\mathbf x)$, and $\beta=1/k_BT$. Near one labelled saddle, choose a function $s(\mathbf x)$ that is negative on the reactant side and positive on the product side. The piece of the surface $s=0$ near this saddle will be called its patch. The flux through the patch towards products, before normalization, is
\begin{equation}
F_1=\int d\mathbf x\,d\mathbf p\;\delta(s)\,\dot s\,\theta(\dot s)\,e^{-\beta H},
\qquad \dot s=\sum_j\frac{\nabla_j s\cdot\mathbf p_j}{m_j}.
\label{eq:flux}
\end{equation}
The step function $\theta$ keeps the crossings with $\dot s>0$.

The momentum integral can be done at once. At fixed positions each momentum component is Gaussian with variance $m_jk_BT$, and different components are independent. The velocity $\dot s$ is a linear combination of them, so it is Gaussian with zero mean and variance
\begin{equation}
\langle\dot s^2\rangle=\sum_j\frac{|\nabla_js|^2}{m_j^2}\,m_jk_BT
=k_BT\,|\nabla s|_M^2,\qquad
|\nabla s|_M^2\equiv\sum_j\frac{|\nabla_js|^2}{m_j}.
\end{equation}
For a Gaussian variable $v$ of variance $a^2$, the mean of its positive part is
\begin{equation}
\int_0^\infty \frac{v\,e^{-v^2/2a^2}}{a\sqrt{2\pi}}\,dv
=\frac{a^2}{a\sqrt{2\pi}}=\frac{a}{\sqrt{2\pi}} .
\end{equation}
With $a=\sqrt{k_BT}\,|\nabla s|_M$ this gives the average one-way velocity.

The reactant population needed for the normalization is the integral of $e^{-\beta H}$ over the region of one labelled reactant version. The momentum normalization is the same in both integrals and cancels. The ratio is the frequency with which this pair reacts through this patch. A single pair in the volume $\mathcal V$ reacts with frequency $k/\mathcal V$, so
\begin{equation}
k_1=\mathcal V\sqrt{\frac{k_BT}{2\pi}}\;
\frac{\displaystyle\int_{\rm patch}d\mathbf x\,\delta(s)\,|\nabla s|_M\,e^{-\beta V}}
{\displaystyle\int_{\rm reactant}d\mathbf x\,e^{-\beta V}} .
\label{eq:k1}
\end{equation}
The numerator is proportional to $\mathcal V$, because the whole complex can be moved about. The denominator is proportional to $\mathcal V^2$, because the two molecules move independently. The rate constant is therefore independent of the volume. For a unimolecular reaction the prefactor $\mathcal V$ is absent, and nothing else in the argument changes.

If the phase-space integrals are divided by the factorials that belong to identical nuclei, the same factor appears above and below in \eqref{eq:k1}. It cannot produce a degeneracy. The degeneracy comes from the number of patches through which one reactant version can leave.

\subsection{From fluxes to a ratio of counts}

Exchange the labels of two identical nuclei, or invert all positions through the origin. Neither operation changes $V$, the masses or the volume element. If the patches are chosen as images of one another, the integrals over equivalent patches are equal, and so are the integrals over equivalent reactant versions. Each equivalent saddle thus contributes the same $k_1$, and what remains is to find how many of them belong to one reactant version.

Let $M^\ddagger$ be the number of labelled directed saddles of the given kind, and $M_R$ the number of labelled reactant versions. Two labelled structures are the same version if a translation and a proper rotation bring them together with all labels matching. Assume that each directed saddle has one labelled reactant at the tail of its arrow, found by following the path of steepest descent backwards. This fails if the path bifurcates. An achiral saddle above a chiral reactant, for example, descends to a second saddle lying between the two hands. Symmetry then shares the flux equally among the versions so reached, and the ratio derived below still gives $k/k_1$, but it may be a fraction such as $1/2$ and is no longer a number of saddles. Suppose that permutations and inversion connect all the reactant versions. An operation that carries one version into another also carries the saddles attached to the first into those attached to the second. Every version then has the same number $L$ of saddles. Counting the directed saddles by their reactants gives $M^\ddagger=LM_R$, or
\begin{equation}
L=\frac{M^\ddagger}{M_R}.
\label{eq:ratio}
\end{equation}

The supposition holds when at most one reactant is chiral. If both A and B are chiral, no operation connects a pair of like hands with a pair of unlike hands. Equation \eqref{eq:ratio} is then an average over the four combinations in equal amounts. A given kind of saddle belongs to two of these combinations, which are mirror images of each other. Those two have $2L$ saddles per pair, and the other two have none of this kind.

\subsection{The number of versions of one structure}

Take a structure containing $N_e$ nuclei of element $e$. Isotopes count as different elements here, since their masses differ. The labels can be placed on the sites in
\begin{equation}
P=\prod_eN_e!
\end{equation}
ways. Two placements describe the same version if a proper rotation turns one into the other. Such a rotation must carry the set of sites onto itself, so it acts as one of the $\sigma$ site permutations defined above. Different site permutations applied to one placement give different placements, because all labels are different. The $P$ placements therefore fall into classes of $\sigma$ members each, and there are $P/\sigma$ classes.

Mirror images must also be considered. If the structure is achiral, its mirror image can be rotated back onto the original set of sites. The reflected labelled structure is then one of the placements already listed. If the structure is chiral, no rotation does this, and the mirror image supplies a second list of the same length. In both cases
\begin{equation}
M=\frac{nP}{\sigma}.
\label{eq:versions}
\end{equation}
Methane shows the difference between the chirality of a structure and that of a labelled structure. It is achiral, and its four hydrogens give $4!/12=2$ versions. These two are mirror images of each other once the hydrogens carry labels, but they are already included in the $4!$ placements, so $n=1$.

For two separated reactants, the nuclei must first be shared out. Let A contain $N_e^A$ and B contain $N_e^B=N_e-N_e^A$ nuclei of element $e$. The number of ways of sharing, multiplied by the versions of each molecule, is
\begin{align}
M_R&=\prod_e\frac{N_e!}{N_e^A!\,N_e^B!}\;
\frac{n_A\prod_eN_e^A!}{\sigma_A}\;
\frac{n_B\prod_eN_e^B!}{\sigma_B}\nonumber\\
&=P\,\frac{n_An_B}{\sigma_A\sigma_B}.
\label{eq:MR}
\end{align}
The factorials of the fragments cancel, and $P$ now refers to all the nuclei of the reacting system.

The argument for \eqref{eq:versions} applies equally to a saddle with an arrow attached, provided that the rotations and reflections used to identify placements also preserve the arrow. Hence
\begin{equation}
M^\ddagger=\frac{n^\ddagger P}{\sigma^\ddagger}.
\label{eq:MTS}
\end{equation}
Dividing \eqref{eq:MTS} by \eqref{eq:MR} removes $P$ and gives \eqref{eq:rule}.

If a proper rotation reverses the arrow, the rotations that preserve it form half of the bare group, and $\sigma^\ddagger$ is half the bare symmetry number. If the bare saddle is achiral but every reflection or other improper operation reverses the arrow, the directed saddle is chiral and $n^\ddagger=2$.

\subsection{Applications}

\paragraph{H + CH$_4$.} The proper rotations of methane are the identity, eight rotations by a third of a turn and three by half a turn, so $\sigma=12$. The free atom has $\sigma=n=1$. The saddle for abstraction has a threefold axis through carbon, the transferred hydrogen and the incoming atom, so $\sigma^\ddagger=3$. It has mirror planes containing the arrow, so $n^\ddagger=1$. The result is
\begin{equation}
L=\frac{12\times1}{3}=4,
\end{equation}
one saddle for each hydrogen that can be taken. In terms of labelled structures, $P=5!=120$, $M^\ddagger=120/3=40$ and $M_R=120/12=10$.

The reverse reaction CH$_3$ + H$_2$ uses the same saddle with the arrow turned round. Planar methyl has $\sigma=6$ and H$_2$ has $\sigma=2$, so $L=6\times2/3=4$. Geometrically these are two faces of the radical times two ends of the molecule. The ratio of forward to reverse degeneracy is $12/(6\times2)=1$. The saddle has dropped out, as it must for an equilibrium constant.

Isotopic substitution splits the total correctly. In H + CH$_3$D the methane has $\sigma=3$. Removing an H leaves a saddle with a mirror plane and no rotation, so $L=3/1=3$. Removing the D keeps the threefold axis, and $L=3/3=1$.

\paragraph{H + H$_2$.} The bare saddle is linear and symmetric. A half turn about an axis perpendicular to the line exchanges its ends, and its symmetry number is 2. That half turn also exchanges the old bond with the new one, so it reverses the arrow. The directed saddle has $\sigma^\ddagger=1$, $n^\ddagger=1$, and
\begin{equation}
L=\frac{2}{1}=2 .
\end{equation}
This agrees with a direct count: the incoming atom can bond to either end of the molecule. With the bare symmetry number the rule would give 1. For labels $a,b,c$ there are three bare saddles, distinguished by the middle atom, and each can be crossed in two directions. This gives six directed saddles for three reactant versions.

\paragraph{A chiral saddle.} In H + CH$_2$FCl the reactant has a mirror plane that exchanges its two hydrogens, and $\sigma=n=1$. When one of these hydrogens is being removed, carbon carries four different groups: H, F, Cl and the H$\cdots$H unit. The saddle is chiral, with $\sigma^\ddagger=1$ and $n^\ddagger=2$, so
\begin{equation}
L=\frac{2}{1}\times\frac{1}{1}=2 .
\end{equation}
Attack on one hydrogen passes through one hand of the saddle, and attack on the other passes through its mirror image. Without the isomer count the rule would give 1 and miss half the flux.

\section{A second derivation, a numerical check and a comparison}

\subsection{Symbols and results carried over}

The rate constant is $k=Lk_1$, where $k_1$ belongs to one labelled saddle and one labelled version of the reactants A and B. The rule to be derived again is $L=(n^\ddagger/\sigma^\ddagger)(\sigma_A\sigma_B/n_An_B)$. Here $\sigma$ is a rotational symmetry number, and $n$ is 2 for a chiral structure and 1 otherwise. The saddle is directed: it carries an arrow from reactants to products, and its symmetry operations must preserve the arrow. The function $s$ vanishes on the dividing surface and increases along the arrow. The volume is $\mathcal V$, and $|\nabla s|_M^2=\sum_j|\nabla_js|^2/m_j$. The first derivation counted labelled structures. The second uses no labels.

Counting labelled saddles and labelled reactants has established the rule for $L$ and shown how it works in several reactions. It remains to derive the rule again without labels, to test it numerically, and to compare what the two derivations assume.
